# Surface Charge Asymmetry from Doubly Charged Vacancies and Mobile Electrons

## Problem

An oxide fills the half-space \(x>0\) behind a contact at \(x=0\). Deep inside it is neutral, with a density \(c_0\) of oxygen vacancies of charge \(+2e\) and the electrons they have released, where \(e>0\) is the elementary charge. Vacancies and electrons are both mobile and in equilibrium at temperature \(T\). The potential \(\phi\) is zero in the bulk and \(\phi_0\) at the surface of the oxide.

(a) Integrate the Poisson-Boltzmann equation once and find the charge per area \(\sigma\) on the contact side of the surface.

(b) Compare \(|\sigma|\) at \(\phi_0=+0.10\) V and \(-0.10\) V for relative permittivity 100, \(c_0=1.0\times10^{18}\ \mathrm{cm^{-3}}\), \(T=600\) K and a film 100 nm thick.

(c) Find what causes the difference.

Both species are taken as dilute and follow Boltzmann statistics in the mean potential. The permittivity \(\varepsilon\) is constant, every vacancy is doubly ionized, and there are no holes. The far side of the film can supply or absorb vacancies, which keeps the bulk at \(c_0\). The potential \(\phi_0\) is the band bending inside the oxide, not the voltage across a device. The two signs belong to two different contacts on the same oxide, each at zero net current.

## First estimate by scaling

A positive surface attracts electrons and a negative one attracts vacancies. Suppose that the attracted species, of charge number \(z\) (in magnitude) and surface density \(N\), carries all the charge in a layer of thickness \(d\). Then \(|\sigma|\sim zeNd\). The density falls appreciably when the potential changes by \(kT/(ze)\), and the field is about \(|\sigma|/\varepsilon\), so

\[
\frac{|\sigma|}{\varepsilon}\,d\sim\frac{kT}{ze}
\quad\Longrightarrow\quad
d\sim\frac{\varepsilon kT}{ze|\sigma|}.
\]

Inserting this \(d\) into \(|\sigma|\sim zeNd\) cancels the charge number:

\[
|\sigma|\sim\sqrt{\varepsilon kT\,N}.
\]

The charge number still acts through \(N\). Let \(U=e|\phi_0|/kT\). Neutrality makes the bulk electron density \(2c_0\), so the Boltzmann factors give \(N=2c_0e^{U}\) for electrons at the positive surface and \(N=c_0e^{2U}\) for vacancies at the negative one. The estimated ratio of charges is

\[
R_{\rm est}=\sqrt{\frac{c_0e^{2U}}{2c_0e^{U}}}=\frac{e^{U/2}}{\sqrt2}.
\]

At 600 K, \(kT/e=0.0517\) V and \(U=0.10/0.0517=1.934\). The surface densities are \(1.38\times10^{19}\ \mathrm{cm^{-3}}\) for electrons and \(4.79\times10^{19}\ \mathrm{cm^{-3}}\) for vacancies. The estimate gives about 1.0 µC/cm² at the positive surface, 1.9 µC/cm² at the negative one, and \(R_{\rm est}=1.86\).

## Solution of the mean-field model

**Densities.** In equilibrium the electrochemical potentials \(kT\ln c+2e\phi\) of the vacancies and \(kT\ln n-e\phi\) of the electrons do not depend on \(x\). With \(u=e\phi/kT\) and the bulk values at \(u=0\),

\[
c=c_0e^{-2u},\qquad n=2c_0e^{u}.
\]

**Poisson's equation.** The charge density is \(\rho=e(2c-n)=2ec_0(e^{-2u}-e^{u})\). From \(\varepsilon\phi''=-\rho\),

\[
u''=\frac{2e^2c_0}{\varepsilon kT}\left(e^{u}-e^{-2u}\right).
\]

For small \(u\) the parenthesis is \((1+u)-(1-2u)=3u\). Hence \(u''=u/\lambda^2\), with the Debye length

\[
\lambda=\sqrt{\frac{\varepsilon kT}{6e^2c_0}},
\qquad\text{and in general}\qquad
u''=\frac{e^{u}-e^{-2u}}{3\lambda^2}.
\]

**First integral.** Multiply by \(u'\). The left side becomes \((u'^2/2)'\), and the right side is the derivative of \((e^u+\tfrac12e^{-2u})/(3\lambda^2)\). In the bulk \(u=u'=0\), where this function equals \(\tfrac32/(3\lambda^2)\). Subtracting that constant and doubling gives

\[
u'^2=\frac{B(u)}{3\lambda^2},\qquad B(u)=2e^{u}+e^{-2u}-3 .
\]

**Choice of root.** With \(w=e^u\),

\[
B=\frac{2w^3-3w^2+1}{w^2}=\frac{(w-1)^2(2w+1)}{w^2}.
\]

This vanishes only at \(w=1\), that is, at \(u=0\). The slope therefore keeps its sign all the way to the bulk, and a potential that decays must have \(u'\) opposite in sign to \(u\). Since \((w-1)/w=1-e^{-u}\) has the sign of \(u\),

\[
u'=-\frac{1}{\sqrt3\,\lambda}\left(1-e^{-u}\right)\sqrt{1+2e^{u}} .
\]

**Surface charge.** The oxide as a whole carries \(\int_0^\infty\rho\,dx=-\varepsilon\int_0^\infty\phi''dx=\varepsilon\phi'(0)\), because the field vanishes in the bulk. The contact side carries the opposite charge, \(\sigma=-\varepsilon\phi'(0)=-(\varepsilon kT/e)\,u'(0)\). With \(u_0=e\phi_0/kT\),

\[
\boxed{\;\sigma(u_0)=\frac{\varepsilon kT}{\sqrt3\,e\lambda}\left(1-e^{-u_0}\right)\sqrt{1+2e^{u_0}}\;}
\]

**Ratio.** At \(u_0=-U\) the first factor is \(1-e^{U}=-e^{U}(1-e^{-U})\). The common factor \(1-e^{-U}\) cancels:

\[
R=\frac{|\sigma(-U)|}{\sigma(U)}
=e^{U}\sqrt{\frac{1+2e^{-U}}{1+2e^{U}}}
=\sqrt{\frac{e^{2U}+2e^{U}}{1+2e^{U}}} .
\]

Therefore \(R^2-1=(e^{2U}-1)/(1+2e^U)>0\): in this model the negative surface holds more charge at every \(U>0\). Neither \(\varepsilon\) nor \(c_0\) enters \(R\) when \(\phi_0\) and \(T\) are held fixed.

**Numbers.** The Debye length is 6.9 nm, so the film is 14.5 Debye lengths thick and the half-space is a fair description. The prefactor \(\varepsilon kT/(\sqrt3e\lambda)\) is 0.383 µC/cm². Since \(|\sigma|\) is this prefactor times \(\sqrt B\),

\[
\begin{aligned}
\sigma(U)&=0.383\sqrt{10.86}=1.26\ \mathrm{\mu C/cm^2},\\
\sigma(-U)&=-0.383\sqrt{45.14}=-2.57\ \mathrm{\mu C/cm^2},
\end{aligned}
\]

and \(R=2.04\). The surface fields \(|\sigma|/\varepsilon\) are 0.14 and 0.29 MV/cm.

## Comparison of the estimate with the solution

Inserting \(\lambda\) into \(\sigma^2=\varepsilon^2(kT/e)^2B/(3\lambda^2)\) gives

\[
\sigma^2=2\varepsilon kT\,c_0B=2\varepsilon kT\,(n_s+c_s-3c_0),
\]

where \(n_s\) and \(c_s\) are the surface densities. Divided by \(2\varepsilon\), this says that the electrostatic pressure \(\sigma^2/2\varepsilon\) equals the excess of the ideal-gas pressure of the carriers at the surface over its bulk value \(3c_0kT\).

The scaling estimate kept one surface density and lost three things: the factor 2, the repelled species and the bulk pressure. The factor 2 cancels in the ratio. In units of \(c_0\), the attracted species contributes 47.9 at the negative surface and 13.8 at the positive one, while the repelled species adds only 0.29 and 0.02. Subtracting 3 from both sides matters more, because it removes a larger share of the smaller number. This is the main reason why the ratio rises from 1.86 to 2.04.

For large \(U\),

\[
\frac{R}{R_{\rm est}}=\sqrt{\frac{1+2e^{-U}}{1+\tfrac12e^{-U}}}\approx1+\tfrac34e^{-U},
\]

so the estimate becomes good to 1% near \(U=4.3\), or 0.22 V at 600 K. The formula would then put about \(5.5\times10^{21}\) vacancies per cm³ at the negative surface, roughly a tenth of all oxygen sites, with a surface field of about 3 MV/cm. Interactions between vacancies are then no longer small, and the field exceeds the rough breakdown value of 1 MV/cm used below, so the dilute model cannot be trusted there.

For small \(U\) the estimate fails in kind. It falls below 1 when \(U<\ln2\), whereas expansion of the bracket gives

\[
B(u)=3u^2-u^3+\dots,\qquad
R\approx\sqrt{\frac{3U^2+U^3}{3U^2-U^3}}\approx1+\frac U3 .
\]

At \(\pm0.025\) V the solution gives \(R=1.18\) and the estimate 0.90. The bulk pressure is then comparable with that of the attracted species. At \(+0.025\) V more than half of the charge even comes from the depletion of the repelled vacancies, so the assumption behind the estimate fails.

## What causes the asymmetry

Two changes to the model, each with the potentials and temperature held fixed, isolate the cause.

First, let the mobile vacancies be singly charged, with \(c=c_0e^{-u}\) and \(n=c_0e^{u}\). The same integration replaces \(B\) by \(e^u+e^{-u}-2\). This is even in \(u\), so \(R=1\).

Second, keep the double charge but freeze the vacancies at the uniform density \(c_0\). Then \(\rho=2ec_0(1-e^u)\), so \(u''=(e^u-1)/(3\lambda^2)\). Multiplying by \(u'\) and integrating from the bulk gives

\[
u'^2=\frac{2(e^u-1-u)}{3\lambda^2},\qquad
R_{\rm frozen}=\sqrt{\frac{e^{-U}-1+U}{e^{U}-1-U}} .
\]

The denominator exceeds the numerator by \(2(\sinh U-U)>0\), so \(R_{\rm frozen}<1\). The charges are now 1.08 µC/cm² at the positive surface and \(-0.56\) µC/cm² at the negative one, a ratio of 0.52. A negative surface can then only repel electrons and expose fixed donors.

Within this dilute model, which has no other fixed charges, the larger charge at negative potential thus requires vacancies that carry more charge than the electrons and are also free to gather at the surface. Fixed acceptors change this: singly charged mobile vacancies over a background of \(0.5c_0\) fixed acceptors give \(R=1.2\), because the bulk then holds fewer electrons than vacancies.

## Use for a real oxide

The parameters are rough typical values for a film of oxygen-deficient rutile titanium dioxide, heated from outside while no net current flows. Oxygen vacancies are taken as the only mobile ions. Reduced rutile can also hold mobile titanium interstitials of higher charge, and for a mobile charge of \(+3e\) the same model gives \(R=4.4\). At \(\pm0.10\) V the surface fields stay below a rough breakdown field of 1 MV/cm. The permittivity of this crystal depends on direction; in the mean-field formula, a range of 80 to 150 multiplies both charges by 0.89 to 1.22 and leaves \(R\) unchanged. The result also assumes that the vacancies have time to move. With a rough diffusivity of \(10^{-3}\ \mathrm{cm^2/s}\times\exp(-1.0\ \mathrm{eV}/kT)\), diffusion through the film takes about 25 s at 600 K and \(6\times10^9\) s, some 200 years, at 300 K. Even diffusion over one Debye length takes about 0.1 s at 600 K. A film that starts with uniform vacancies and is held at 600 K for only a microsecond is therefore closer to the frozen case, with \(R\) about 0.5 instead of 2.04.

Supply matters too. Numerical integration of the potential profile gives \(7.3\times10^{12}\) excess vacancies per cm² at the negative surface, 73% of the film's original content. A film closed to vacancies could not provide them and keep its bulk at \(c_0\). Conserving the vacancies lowers the bulk density to about \(0.49c_0\) at the negative contact and raises it to \(1.15c_0\) at the positive one, so that \(R\) drops to about 1.3.

Singly charged vacancies weaken the asymmetry. Suppose that a vacancy can bind one electron by 0.3 eV, with spin degeneracy 2, an electron density-of-states mass of three free-electron masses and the total vacancy density held at \(c_0\). The law of mass action then makes 70% of the bulk vacancies singly charged, and the first integral, evaluated numerically with three species, gives \(R=1.6\). With 0.1 eV it gives 2.0. Neutral vacancies, which have bound two electrons, do not respond to the potential. They only lower the effective \(c_0\), which does not enter \(R\).

Finally, the estimated layer thickness \(d\) at the negative surface is 1.2 nm, less than the mean vacancy spacing of 2.8 nm there, so a smooth charge density is a crude picture. A local Debye-Hückel correction lowers the energy of a charge \(z\) by \(z^2\ell\kappa kT/[2(1+\kappa a)]\), where \(\ell=e^2/(4\pi\varepsilon kT)=0.28\) nm, \(\kappa^2=4\pi\ell(4c+n)\), and \(a=0.4\) nm is an assumed closest approach. Solved self-consistently with the densities, it raises the negative-side charge by 11% and \(R\) to about 2.3. This indicates the size of the error and does not bound it. The correction grows as the permittivity falls: \(R\) is 2.15 at 150, 2.36 at 80 and about 3 at 45, so the estimate does not carry over to low-permittivity forms such as anatase. For this example \(R\) is best quoted as "about 2", provided that few vacancies are singly charged and that they are supplied from the far side and given time to settle.

All numerical values are calculated from the stated model.
